# Photon mass and screened charges from massless fermions in 1+1 dimensions

Place static charges $+e$ and $-e$ on a line at the distance $r=10\sqrt\pi/e\approx17.72/e$, in units with $\hbar=c=1$. In one space dimension the electric field between them cannot spread out, so without other charges the energy grows linearly with $r$ and equals $8.862\,e$ here. If the line also carries a massless Dirac fermion of charge $e$, the energy is $0.886\,e$. Halving the distance lowers it by only $0.006\,e$. The long-range force has gone, although no fermion mass or other scale besides $e$ was put in.

## The model and its chiral parts

The coordinates are $x^0=t$ and $x^1=x$, the metric is $(+,-)$, and $e$ has the dimension of energy. With external charges the Lagrangian density is

$$\mathcal L=\bar\psi\, i\gamma^\mu D_\mu\psi-\tfrac14F_{\mu\nu}F^{\mu\nu}-A_\mu J^\mu_{\rm ext},\qquad D_\mu=\partial_\mu+ieA_\mu. \tag{1}$$

The electric field is $E=F_{01}=\partial_0A_1-\partial_1A_0$. Since $F^{01}=-F_{01}$, the Maxwell term is $+\tfrac12E^2$. The background fields are assumed to vanish at infinity.

The matrix $\gamma^0\gamma^1$ has eigenvalues $\pm1$. Writing $\psi_R$ and $\psi_L$ for the two eigencomponents turns the fermion term into

$$\psi_R^\dagger\, i(D_0+D_1)\psi_R+\psi_L^\dagger\, i(D_0-D_1)\psi_L. \tag{2}$$

Without a mass nothing couples the two parts. Each obeys a first-order equation along one light-like direction, so the background can be absorbed in a phase:

$$\psi_{R,L}=e^{-ie\lambda_{R,L}}\psi^{0}_{R,L},\qquad(\partial_0\pm\partial_1)\lambda_{R,L}=A_0\pm A_1. \tag{3}$$

The upper sign belongs to $R$, and $\psi^0$ is the free field. Inserting (3) into $(D_0\pm D_1)\psi=0$, the derivative of the phase gives $-ie(A_0\pm A_1)$, which cancels the term $+ie(A_0\pm A_1)$ from $D_0\pm D_1$. No expansion in $A$ has been made.

## The induced density

At coincident points the phase would cancel from $\psi_R^\dagger\psi_R$. That product is infinite, however, because the sea has infinitely many filled states. We therefore separate the points by $\varepsilon$ at equal time. Under $A_\mu\to A_\mu+\partial_\mu\Lambda$ and $\psi\to e^{-ie\Lambda}\psi$ the separated product is invariant only if a Wilson line joins the points. With $x_\pm=x\pm\varepsilon/2$, define

$$\rho_R(x)=\lim_{\varepsilon\to0}\Big[\psi_R^\dagger(x_+)\,e^{-ie\int_{x_-}^{x_+}A_1dx'}\,\psi_R(x_-)-\frac{i}{2\pi\varepsilon}\Big]. \tag{4}$$

The subtraction is the density of the free vacuum. Right movers have energy $k$, so their filled states have $k<0$. With a convergence factor $\eta\to0^+$,

$$\langle\psi_R^{0\dagger}(x_+)\psi^0_R(x_-)\rangle=\int_{-\infty}^0\frac{dk}{2\pi}e^{-ik\varepsilon+\eta k}=\frac{1}{2\pi(\eta-i\varepsilon)}\to\frac{i}{2\pi\varepsilon}. \tag{5}$$

Left movers have energy $-k$. Their filled states have $k>0$, and the same integral gives $-i/(2\pi\varepsilon)$.

The free operator product is therefore $i/(2\pi\varepsilon)+{:}\psi_R^{0\dagger}\psi_R^0{:}+O(\varepsilon)$. The phases from (3) and the Wilson line multiply it by

$$e^{ie[\lambda_R(x_+)-\lambda_R(x_-)-\int A_1dx']}=1+ie\varepsilon(\partial_1\lambda_R-A_1)+O(\varepsilon^2). \tag{6}$$

The linear term times the pole is finite: $\frac{i}{2\pi\varepsilon}\,ie\varepsilon=-\frac{e}{2\pi}$. The terms of second and higher order in $\varepsilon$, which include all higher powers of $A$, vanish in the limit even after multiplication by the pole. Thus

$$\rho_R={:}\psi_R^{0\dagger}\psi_R^0{:}-\frac e{2\pi}(\partial_1\lambda_R-A_1),\qquad \rho_L={:}\psi_L^{0\dagger}\psi_L^0{:}+\frac e{2\pi}(\partial_1\lambda_L-A_1). \tag{7}$$

The free densities satisfy $(\partial_0\pm\partial_1){:}\psi^{0\dagger}\psi^0{:}=0$. For the remainder, (3) gives

$$(\partial_0\pm\partial_1)(\partial_1\lambda_{R,L}-A_1)=\partial_1(A_0\pm A_1)-\partial_0A_1\mp\partial_1A_1=-E. \tag{8}$$

Consequently

$$(\partial_0+\partial_1)\rho_R=\frac{eE}{2\pi},\qquad(\partial_0-\partial_1)\rho_L=-\frac{eE}{2\pi}. \tag{9}$$

The meaning is simple. The force $eE$ moves every momentum at the rate $\dot k=eE$, and there are $1/2\pi$ states per unit length and unit momentum. Right movers emerge from the sea at the rate $eE/2\pi$, while left movers sink into it at the same rate.

Let $\rho=\rho_R+\rho_L$ be the number density and $J=\rho_R-\rho_L$ the number current. The sum and the difference of (9) are

$$\partial_0\rho+\partial_1J=0,\qquad \partial_0J+\partial_1\rho=\frac{eE}{\pi}. \tag{10}$$

Charge is conserved, but the difference between right and left movers is not. Two components of a current obey two first-order equations, so (10) and the boundary conditions fix the current completely.

## The effective action

Apply $\partial_0$ to the first equation of (10) and subtract $\partial_1$ of the second. Then apply $\partial_0$ to the second and subtract $\partial_1$ of the first. With $\Box=\partial_0^2-\partial_1^2$,

$$\Box\rho=-\frac e\pi\partial_1E,\qquad\Box J=\frac e\pi\partial_0E. \tag{11}$$

Because $F^{10}=E$ and $F^{01}=-E$, both are components of $\Box j^\mu=-\frac e\pi\partial_\nu F^{\nu\mu}$, where $j^\mu=(\rho,J)$. Writing out $\partial_\nu F^{\nu\mu}=\Box A^\mu-\partial^\mu\partial_\nu A^\nu$ and inverting $\Box$ gives

$$j^\mu=-\frac e\pi\Big(g^{\mu\nu}-\frac{\partial^\mu\partial^\nu}{\Box}\Big)A_\nu. \tag{12}$$

The inverse depends on the question asked. For the expectation value in a state that started as the vacuum, $\lambda$ vanishes in the past and $1/\Box$ is retarded. The effective action

$$e^{i\Gamma[A]}=\frac{\int\mathcal D\bar\psi\,\mathcal D\psi\,e^{i\int d^2x\,\bar\psi i\gamma^\mu D_\mu\psi}}{\int\mathcal D\bar\psi\,\mathcal D\psi\,e^{i\int d^2x\,\bar\psi i\gamma^\mu\partial_\mu\psi}} \tag{13}$$

involves matrix elements between the initial and the final vacuum. Equations (10) are operator equations with a c-number source, so these matrix elements obey them too, now with the Feynman inverse.

The interaction in (1) is $-eA_\mu j^\mu$, hence $\delta\Gamma/\delta A_\mu=-ej^\mu$. Scale the field from zero to $A$ with a factor $s$. Since $j^\mu[sA]=s\,j^\mu[A]$,

$$\Gamma[A]=-e\int_0^1\!s\,ds\int d^2x\,A_\mu j^\mu[A]=\frac{m^2}{2}\int d^2x\,A_\mu\Big(g^{\mu\nu}-\frac{\partial^\mu\partial^\nu}\Box\Big)A_\nu, \tag{14}$$

$$m^2=\frac{e^2}\pi. \tag{15}$$

The factor $\tfrac12$ comes from $\int_0^1s\,ds$. This action is exact for the stated model, because (12) is linear at any field strength.

A mass term $\tfrac12m^2A_\mu A^\mu$ alone would break gauge invariance; the nonlocal term restores it. To see this, write the integrand of (14) as $A_\mu\Box^{-1}\partial_\nu F^{\nu\mu}$ and integrate by parts. Antisymmetry gives $-\tfrac12F_{\nu\mu}\Box^{-1}F^{\nu\mu}$, and the two nonzero index pairs contribute equally:

$$\Gamma=\frac{m^2}2\int d^2x\,E\,\frac1\Box\,E. \tag{16}$$

The Wilson line in (4) matters here. Dropping it would leave $\partial_1\lambda_R$ alone in (7), which changes under a gauge transformation.

The linearity can be checked where higher powers of the field would show. A half-filled hopping chain has one right-moving and one left-moving branch at low energy, and so represents one Dirac fermion when the potential is smooth on the scale of the lattice spacing. For a static potential energy $U=eA_0$, (14) has $\partial_\nu A^\nu=0$, and the energy shift $-\Gamma/T$ over a time $T$ is

$$\Delta\mathcal E=-\frac1{2\pi}\int dx\,U^2. \tag{17}$$

On a ring with a fixed number of fermions, (17) applies to a potential with zero mean. Take a ring of length $N$ in lattice units, with $U=(20/N)(\cos s+0.7\sin2s)$ and $s=2\pi x/N$. The mean of the squared bracket is $(1+0.49)/2=0.745$, so (17) predicts $N\Delta\mathcal E=-400\times0.745/2\pi=-47.428$. Diagonalization gives $-47.497$ for $N=202$ and $-47.432$ for $N=802$. The deviation, relative to (17), falls from 0.14% to 0.01%. The potential is not a small perturbation: its largest magnitude, $29.6/N$, exceeds the level spacing $2\pi/N$ of the free ring.

A potential that varies in time tests (11) in the same way. With a drive whose net accumulated phase at the end of the run is 3.99 rad, the chain density at the end of the run differs from the linear law at every site by at most 0.05% of the amplitude at that time.

## The massive mode

Variation of the full action with respect to $A_\mu$ gives $\partial_\nu F^{\nu\mu}=ej^\mu+J^\mu_{\rm ext}$, or in components

$$\partial_1E=e\rho+\rho_{\rm ext},\qquad-\partial_0E=eJ+J_{\rm ext}. \tag{18}$$

In empty space these equations say that $E$ is constant, so there are no electromagnetic waves. With the fermions, use (18) to form $\Box E=\partial_0(\partial_0E)-\partial_1(\partial_1E)$. The fermion part is $-e(\partial_0J+\partial_1\rho)$, which equals $-e^2E/\pi$ by (10). Therefore

$$(\Box+m^2)E=-(\partial_0J_{\rm ext}+\partial_1\rho_{\rm ext}). \tag{19}$$

Without sources a wave $e^{i(qx-\omega t)}$ requires $\omega^2=q^2+m^2$. This is the dispersion relation of a particle of mass $m=e/\sqrt\pi$. Physically it is a charge oscillation: a displaced fermion density creates a field, and the field drives the current back. At $q=0$ it oscillates at the frequency $m$.

The explicit sum over particle-hole pairs of the chain, combined with Gauss's law, gives $\omega/m=1.119$ at $q/m=0.502$, in agreement with $\sqrt{1+0.502^2}$. The combination $(\omega^2-q^2)/(e^2/\pi)$ is 0.9999 there and 0.992 at $q/m=2.01$, for a lattice spacing of $0.05/m$.

## One static charge

For a static source choose $A_1=0$, so $E=-\partial_xA_0$. The second equation of (10) becomes $\partial_x\rho=-(e/\pi)\partial_xA_0$. Both $\rho$ and $A_0$ vanish at infinity, which removes the integration constant:

$$\rho=-\frac e\pi A_0,\qquad(-\partial_x^2+m^2)A_0=\rho_{\rm ext}. \tag{20}$$

The second relation is Gauss's law from (18) with this density inserted. For $\rho_{\rm ext}=Q\delta(x)$ the decaying solution is $A_0=Ce^{-m|x|}$. Integrating (20) across the origin gives $-[A_0'(0^+)-A_0'(0^-)]=2mC=Q$. Hence

$$A_0=\frac Q{2m}e^{-m|x|},\quad E=\frac Q2\,\mathrm{sgn}(x)\,e^{-m|x|},\quad e\rho=-m^2A_0=-\frac{Qm}2e^{-m|x|}. \tag{21}$$

Close to the charge, $|E|=Q/2$ as in empty space. Farther out the cloud compensates the source. Its total charge is $-\frac{Qm}2\cdot\frac2m=-Q$, for any real $Q$. Fractional charges are screened because the massless sea can be polarized continuously; no whole fermion has to be bound to the source.

The energy of this configuration has two parts. The field energy is

$$\frac12\int dx\,E^2=\frac12\cdot\frac{Q^2}4\cdot\frac1m=\frac{Q^2}{8m}. \tag{22}$$

For the fermions, subtract the potential energy $\int U\rho\,dx=-\frac1\pi\int U^2dx$ from (17). What remains is their kinetic energy, $\frac1{2\pi}\int U^2dx$. With $U=eA_0$ and $e^2/\pi=m^2$ it equals

$$\frac{m^2}2\int dx\,A_0^2=\frac{m^2}2\cdot\frac{Q^2}{4m^2}\cdot\frac1m=\frac{Q^2}{8m}. \tag{23}$$

The screened charge thus costs $Q^2/4m$, half in the field and half in the polarized sea.

## The potential between two charges

With (14) the integral over $A$ is Gaussian. Its determinant does not depend on the source, so the source energy follows exactly from the stationary field. For static fields the total Lagrangian is

$$L=\int dx\Big[\tfrac12(\partial_xA_0)^2+\tfrac12m^2A_0^2-\rho_{\rm ext}A_0\Big]. \tag{24}$$

Its stationary point is (20). There, partial integration turns the first two terms into $\tfrac12\int\rho_{\rm ext}A_0\,dx$, so $L=-\tfrac12\int\rho_{\rm ext}A_0\,dx$. The amplitude over a long time $T$ is $e^{iLT}=e^{-iVT}$, and therefore

$$V=\frac12\int dx\,\rho_{\rm ext}A_0. \tag{25}$$

For $\rho_{\rm ext}=Q[\delta(x)-\delta(x-r)]$, superposition of (21) gives $A_0(0)=\frac Q{2m}(1-e^{-mr})=-A_0(r)$. Equation (25) becomes $V=\frac Q2[A_0(0)-A_0(r)]$, or

$$V(r)=\frac{Q^2}{2m}\left(1-e^{-mr}\right). \tag{26}$$

For $mr\ll1$, expansion gives $V=\frac{Q^2r}2-\frac{Q^2mr^2}4+\dots$. The first term is the linear law of empty space: the clouds of the two charges have opposite signs, overlap and nearly cancel. For $mr\gg1$ the potential saturates at $Q^2/2m$, which is twice the self-energy found above. The attractive force $V'(r)=\frac{Q^2}2e^{-mr}$ then vanishes exponentially.

## Numbers for charges $\pm e$

For $Q=e$, (15) gives $m=e/\sqrt\pi=0.5642\,e$. The screening length is $1/m=1.772/e$, and the saturation energy is $e^2/2m=e/(2\times0.5642)=0.8862\,e$.

At $r=1/m$ the potential is $0.8862\,e\,(1-e^{-1})=0.5602\,e$, against $0.8862\,e$ from the linear law. At $r=5/m=8.862/e$ it is $0.8803\,e$, and at twice that distance $0.8862\,e$. Their difference is the small change quoted at the beginning.

These values can be compared with a chain whose fermion states are diagonalized in the potential that they and the sources create through Gauss's law. The response (20) is not assumed. Using a self-consistent classical potential is justified in the continuum by the Gaussian form of the action; on the lattice it is an approximation. At the six distances in the numerical output, from $0.2/m$ to $10/m$, the chain energies for a lattice spacing of $0.05/m$ lie within 0.1% of (26). For $Q=e/2$ at $r=5/m$, (26) gives one quarter of the value for $Q=e$, namely $0.2201\,e$, and the chain gives $0.2200\,e$.

The cloud can be counted as well. Put the charges opposite each other on a ring, $10/m$ apart. At each of the two midpoints both charges contribute $\frac Q2e^{-5}$ to the field pointing away from $+Q$. By Gauss's law the half ring around $+Q$ holds the net charge $2Qe^{-5}$, so the induced part is $-Q(1-2e^{-5})=-0.9865\,Q$. The chain is a ring of 402 sites with spacing $0.05/m$, and its charges are 200 sites apart one way and 202 the other. The counted half ring ends $5.025/m$ from $+Q$ on both sides, which is $4.975/m$ and $5.075/m$ from $-Q$. The same argument then gives the net charge $\frac Q2(2e^{-5.025}+e^{-4.975}+e^{-5.075})=0.01315\,Q$ and the induced part $-0.98685\,Q$. The chain gives $-0.98685\,Q$.

## What a fermion mass changes

A mass term contains $\psi_R^\dagger\psi_L$, which under (3) acquires the phase $e^{ie(\lambda_R-\lambda_L)}$. An electric field makes this phase vary, so the background can no longer be removed from the equations of motion, and the derivation of (14) fails.

The long-distance response changes too. In the static example above with $N=802$, a fermion mass of 100 divided by the ring length reduces the energy shift to 0.0013 of (17). For a heavy fermion and a weak, slowly varying field, the leading gauge-invariant term in $\Gamma$ is local and proportional to $E^2$. It rescales the Maxwell term, as a dielectric constant does, and leaves a linear potential with a changed slope as long as the field energy is too small to create a fermion pair. At larger distances created pairs can screen whole multiples of $e$, but a fractional remainder of $Q$ stays unscreened and keeps the potential linear. Saturation for every fractional $Q$ therefore relies on the gapless sea.

## Values computed for the example and the checks

```
STATIC RESPONSE, U = (20/N)(cos s + 0.7 sin 2s), s = 2 pi x/N
N = 202: N*energy shift, chain -47.4967, quadratic law -47.4282 (dimensionless)
N = 802: N*energy shift, chain -47.4325, quadratic law -47.4282 (dimensionless)
fermion mass times ring length: 100.0
massive fermion: shift / massless law = 0.00130
TIME-DEPENDENT RESPONSE
accumulated phase of the drive: 3.991 rad
density amplitude * N: chain -9.6112, linear law -9.6100
largest deviation / amplitude: 0.00048
PHOTON POLE
lattice spacing * m = 0.050, lattice spacing * e = 0.08862
q/m = 0.5024: omega/m = 1.1191, (omega^2-q^2)/(e^2/pi) = 0.99992
q/m = 1.0048: omega/m = 1.4174, (omega^2-q^2)/(e^2/pi) = 0.99937
q/m = 2.0096: omega/m = 2.2430, (omega^2-q^2)/(e^2/pi) = 0.99238
MAIN RESULTS, energies in e, lengths in 1/e, Q = e
photon mass m = 0.56419 e
screening length 1/m = 1.77245 /e
saturation energy Q^2/(2m) = 0.88623 e
m*r | r (1/e) | V formula (e) | V chain (e) | linear law (e)
0.2 | 0.3545 | 0.16065 | 0.16054 | 0.17725
0.5 | 0.8862 | 0.34870 | 0.34849 | 0.44311
1.0 | 1.7725 | 0.56020 | 0.55988 | 0.88623
2.0 | 3.5449 | 0.76629 | 0.76586 | 1.77245
5.0 | 8.8623 | 0.88026 | 0.87977 | 4.43113
10.0 | 17.7245 | 0.88619 | 0.88566 | 8.86227
SCREENING CLOUD, charges at m*r = 10 on a ring
induced charge / Q in the half ring around +Q: chain -0.98685, formula -0.98652
induced density / (Q m) at m*x = 1: chain -0.18387, formula -0.18394
Q = e/2 at m*r = 5: V formula 0.22006 e, chain 0.21996 e
```
